Why semilocal functionals spread the aluminium hole in silica over several oxygens

**Question.** When aluminium replaces silicon in silica and the centre is neutral, one electron is missing from the oxygen lone pairs around it. Why does a semilocal density functional spread this hole over several oxygens when it should sit on one? Is the curvature of the energy at fractional charge a sufficient reason?

**What the energy of half a hole should be**

Let n be the number of holes on one oxygen site and E(n) the energy of that site. Take two equal sites so far apart that hopping and classical interactions between them vanish, and give them one hole. If the hole sits on one site, the energy is E(0) + E(1). An equal superposition of "hole on the left" and "hole on the right" has the same energy, because in each of its two parts a whole hole sits on one site. On average each site then carries half a hole. A functional that treats both descriptions correctly must therefore give

2E(1/2) = E(0) + E(1).

The same argument with more sites gives the other fractions, and the correct energy is a straight line between n = 0 and n = 1.

A semilocal functional leaves this line because it does not cancel the repulsion of a charge with itself at every filling. A lone electron shows how. With a fraction n of it in a fixed orbital, the classical self-repulsion is Jn²/2, while local exchange scales as n^(4/3). Suppose that the two cancel at n = 1. Their sum is then

(J/2)(n² − n^(4/3)),

which is negative for 0 < n < 1. The fractional charge is too low in energy. For a hole in a closed shell I describe the same kind of sag by a parabola,

E(n) = E(0) + n[E(1) − E(0)] − (C/2)n(1 − n).

The second derivative is C, so C > 0 means a convex curve. At n = 1/2 the sag below the line is C/8, hence

C = 8{[E(0) + E(1)]/2 − E(1/2)}.

The sag also shows in the orbital levels. If ε is the level being emptied, then dE/dn = −ε, since removing a small amount of charge from it costs −ε per electron. Differentiating the parabola gives

ε(n) = −[E(1) − E(0)] + C/2 − Cn.

For C > 0 the level sinks as it is emptied. An empty lone pair on one oxygen can thus fall below the filled lone pairs on its neighbours. Electrons then flow back into it, and the hole leaks away to the other oxygens.

Hartree-Fock theory errs in the other direction. For fixed orbitals its self-repulsion and self-exchange cancel at any filling, so its energy is linear in the occupation of one orbital. The orbitals then adapt to each n, and the lowest of a family of straight lines is a concave curve. Hence C ≤ 0, and a hole localised by Hartree-Fock is not in itself evidence that the true hole is localised.

**The two-site model**

Let the weights on two neighbouring oxygens be n1 and n2, with n1 + n2 = 1. Each oxygen contributes one orbital. Four contributions to the energy depend on how the hole is divided.

The first is hopping. With real amplitudes √n1 and √n2 of equal sign, and t > 0, it gives −2t√(n1n2).

The second is the lattice, treated as classical and harmonic. A hole on site i stretches a local bond coordinate q_i, with energy Kq_i²/2 − g q_i n_i. Setting the derivative Kq_i − g n_i to zero gives q_i = g n_i/K. Insertion yields

g²n_i²/(2K) − g²n_i²/K = −λn_i², with λ = g²/(2K).

Here λ is the relaxation energy of a hole that sits wholly on one oxygen. Two halves gain −2λ/4 = −λ/2, so the lattice favours localisation.

The third is the sag of both sites. Since 1 − n1 = n2 and 1 − n2 = n1,

−(C/2)[n1(1 − n1) + n2(1 − n2)] = −(C/2)(2n1n2) = −Cn1n2.

The fourth is a spurious repulsion +Vn1n2 between the two parts of the same hole. The classical Coulomb energy contains it, although one hole cannot repel itself. A semilocal functional has nothing to cancel it between separated sites. In Hartree-Fock theory the exchange term between the two sites is −Vn1n2 and removes it.

The two spurious terms combine to −Γn1n2, with

Γ = C − V.

The intersite repulsion therefore works against spreading, and it is Γ that matters, not C alone.

With n1² + n2² = 1 − 2n1n2 and s = √(n1n2), which runs from 0 (localised) to 1/2 (evenly shared), the total is

E = −λ(1 − 2s²) − 2ts − Γs²
  = −λ − 2ts + a s², with a = 2λ − Γ.

The derivative is dE/ds = −2t + 2as. If a > 2t, it vanishes at s = t/a, which is less than 1/2, and the second derivative 2a is positive, so this is the minimum. If a ≤ 2t, the derivative is negative for all s < 1/2, and the minimum is the end point s = 1/2. The hole is thus localised if and only if 2λ − Γ > 2t, that is,

Γ < Γc = 2(λ − t).

To find the weights, use (n1 − n2)² = 1 − 4n1n2 = 1 − 4s². On the localised side, with site 1 the more occupied,

n1 = [1 + √(1 − 4t²/a²)]/2,
E = −λ − t²/a.

On the spread side n1 = n2 = 1/2 and

E = −λ − t + a/4 = −λ/2 − t − Γ/4.

At a = 2t both energies equal −λ − t/2, and n1 reaches 1/2 without a jump.

This answers the second part of the question. Without self-interaction error, Γ = 0 and the hole localises if λ > t. If λ < t, an evenly shared hole is the right answer of the model, and no functional is to blame. For two sites, the failure occurs when λ > t and Γ ≥ 2(λ − t). Convex curvature favours spreading, but it produces spreading only if it outweighs the relaxation energy left after hopping, and the intersite repulsion as well.

"Localised" here describes the minimum for classical nuclei. There are two equivalent minima, and quantum tunnelling of the nuclei between them is left out.

**The same condition from the self-consistent field**

A calculation often starts with the hole on one oxygen. The energy of the hole on site i, with j the other site, is

h_i = −2λn_i − (C/2)(1 − 2n_i) + Vn_j.

With m = n1 − n2, the difference between the sites is

h1 − h2 = −2λm + Cm − Vm = −am.

The lower state of two levels separated by am and coupled by t has the new imbalance

m_new = am/√(a²m² + 4t²).

For small m this is am/(2t). An imbalance grows if a > 2t, which is the condition found above. Setting m_new = m ≠ 0 gives a²m² + 4t² = a², or m² = 1 − 4t²/a², again the earlier result. For 0 < a < 2t the imbalance dies out, even from a localised start. For a < −2t the hole jumps from side to side in successive steps, and the iteration needs damping.

**Four oxygens**

Aluminium has four oxygen neighbours. Let P = Σn_i², so that 1/P counts the oxygens sharing the hole. The sag contributes −(C/2)(1 − P). With an equal V for every pair, the repulsion contributes V(1 − P)/2, because the sum of n_i n_j over pairs is (1 − P)/2. Together they give

−Γ(1 − P)/2.

This term falls as P falls, so for Γ > 0 it rewards sharing among as many sites as are available. For equal hopping t > 0 between all pairs and even sharing over N sites, each of the N(N − 1)/2 pairs contributes −2t/N, and

E_N = −λ/N − (N − 1)t − (Γ/2)(1 − 1/N).

With hopping of this sign, four sites also have a lower threshold than two. For four equal sites, minimising the energy over all weights puts the change to even sharing at a = 6t, that is, at Γ = 2(λ − 3t). At this point the weights 3/4, 1/12, 1/12 and 1/12 give the same energy as four quarters, so the hole spreads in a jump and not gradually as with two sites.

In a real glass or crystal the four oxygens need not all be equivalent, and the orientation of the lone pairs changes the size and sign of the hopping. The sign matters with four sites. If t is negative between all pairs, the hopping energy is lowest, at −|t|, whenever the four amplitudes add up to zero. Amplitudes in the ratio 3 : −1 : −1 : −1 achieve this as well as an even sharing with two plus and two minus signs, but they have the larger P. Even sharing then wins only for a < 0, that is, for Γ > 2λ, which is a higher threshold than for two sites. The number of oxygens that finally share the hole therefore depends on the structure.

**Numbers for the model**

Take the round values t = 0.2 eV, K = 50 eV/Å² and g = 10 eV/Å. Then λ = 100/(2 × 50) = 1 eV and Γc = 2(1 − 0.2) = 1.6 eV. At full strength let C = 3.0 eV and V = 1.2 eV, so Γ = 1.8 eV. These parameters are not fitted to silica.

Without the error, a = 2 eV and s = 0.2/2 = 0.1. The larger weight is n1 = [1 + √(1 − 0.04)]/2 = 0.990, and the energy is −1 − 0.04/2 = −1.02 eV. The two bond distortions are 0.198 Å and 0.002 Å.

With the spurious terms at three quarters of full strength, Γ = 1.35 eV and a = 0.65 eV. Then s = 0.308 and n1 = 0.894. The curvature is already C = 2.25 eV, yet one of the two sites still holds most of the hole. Convex curvature is therefore not a sufficient reason. Here the intersite repulsion, V = 0.90 eV, decides: without it Γ would be 2.25 eV, above Γc, and the hole would spread.

At full strength a = 0.2 eV, which is below 2t = 0.4 eV, and n1 = n2 = 0.5. The balance can be read term by term. Relative to a hole fixed on one site, even sharing costs λ/2 = 0.50 eV of relaxation energy and gains t = 0.20 eV from hopping. The correct balance is +0.30 eV, against sharing. The spurious gain Γ/4 = 0.45 eV turns it into −0.15 eV. The energy becomes −1.15 eV, and both bonds stretch by 0.100 Å, so the geometry loses its one long bond together with the localised hole.

The self-consistent field, started with 98 % of the hole on one site, reproduces these weights. It gives n1 = 0.80 at 0.1 eV below Γc and 0.50 at 0.1 eV above it.

With four sites and t = 0.2 eV between all pairs, the threshold is only 2(1 − 0.6) = 0.8 eV. Three quarters of the full error, which leaves the hole localised in the two-site model, is then enough to spread it over four. One quarter of it, with C = 0.75 eV and Γ = 0.45 eV, is not, so convex curvature alone is not sufficient here either.

With four sites and no error, the lowest state found has energy −1.074 eV and is shared by 1.10 sites. With the full error it is shared by 4.00 sites, at

E_4 = −0.25 − 0.60 − 0.675 = −1.525 eV.

**Is the curvature real, and does it cause the spreading?**

A water molecule offers an oxygen lone pair in which C can be computed directly. The following values use fixed nuclei and the small 6-31G basis. In PBE, removing a whole electron costs 12.396 eV and removing half an electron 4.661 eV. The straight line would give 6.198 eV for the half. The sag is 1.537 eV, and eight times this gives C = 12.3 eV. The parabola is a good description: the mean sag at n = 1/4 and 3/4 is 1.150 eV, against 1.152 eV from the parabola. The mean hides a small asymmetry: separately the two sags are 1.159 and 1.142 eV, within 1 % of the parabola.

Now let two water molecules 10 Å apart share one hole evenly. The bare Coulomb term is V = 1.440 eV. The single-molecule curve predicts that the spread state differs from the localised one by

−(C − V)/4 = −(12.292 − 1.440)/4 = −2.713 eV.

A separate calculation of the pair with the hole spread, measured from two isolated molecules (the interaction within the localised pair is about 0.002 eV in Hartree-Fock theory), gives −2.714 eV. At this distance the correct difference is close to zero, so practically all of this preference is error, and its size follows from the curvature and the intersite repulsion.

In Hartree-Fock theory C = −4.8 eV. With the intersite term cancelled, the prediction is +1.204 eV, and the pair calculation gives +1.202 eV. The hybrid PBE0, which contains one quarter of exact exchange, has C = 7.9 eV. Its curvature is reduced but far from removed. These values are not converged with the basis. In aug-cc-pVDZ, C falls to 11.3 eV in PBE and 7.2 eV in PBE0, stays at −4.8 eV in Hartree-Fock theory, and the PBE cost of removing a whole electron rises to 12.8 eV. The signs and the order are unchanged.

These molecular values must not be carried over to silica. A surrounding medium that polarises in response to a charge n lowers the energy by an amount proportional to n², which reduces the curvature, and it also screens V.

**Aluminium with its four oxygens**

A small cluster with the right neighbours is neutral Al(OH)4, built here with four oxygens equivalent by symmetry, Al–O distances of 1.75 Å and no relaxation. Two Hartree-Fock states were converged. In one the hole sits on a single oxygen, with a spin population of 1.06. In the other, imposed symmetry spreads it evenly, with 0.32 on each oxygen. The latter populations add up to 1.28 rather than 1, so the remaining atoms carry a net population of about −0.28.

Hartree-Fock places the spread state 1.37 eV above the localised one. PBE, evaluated on the same two states, places it 2.12 eV below. These values are for the 6-31G basis; with 6-31G* they become 1.38 eV above and 2.06 eV below. The nuclei are the same in all cases, so the reversal comes from the functional and not from a different geometry.

The levels show how the hole escapes. Take the empty lone pair to be the filled up-spin orbital that has no filled down-spin partner. In the Hartree-Fock field of the localised state, its mean energy lies 11.1 eV above the highest filled down-spin level. In the PBE field of the same state it lies 5.8 eV below. The figures depend on this choice: for the lowest empty down-spin Hartree-Fock orbital, which sits mostly on the same oxygen, they are 9.6 eV above and 5.0 eV below (9.8 and 4.8 eV with 6-31G*). Moving a small fraction of an electron into it then lowers the PBE energy, so this localised state cannot be a PBE ground state. The self-consistent PBE distribution was not computed, so these numbers do not say how many oxygens would share the hole in the end. The cluster also lacks the lattice relaxation and the screening of the solid.

**What a better functional must satisfy**

Within the model, Γ = 0 restores the correct competition between λ and t. This can happen by accident, when C = V at one particular distance, and the cancellation then fails at another. The sounder requirement is that both errors vanish separately. For C this can be checked on the defect itself, provided that the hole stays on one oxygen: from ε(n) above, with the nuclei held fixed, the hole level must stay where it is while it is being filled. If it sinks on emptying, this part of the error favours spreading; if it rises, it favours localisation. When two sites already share the hole evenly, the test is misleading. Each then carries n/2, and the second derivative of the total energy is (C + V)/2, so the level can sink because of V alone, although V works against spreading.

The numerical output below lists the main computed values.

Numbers as computed

```
model: t = 0.20 eV, K = 50 eV/A^2, g = 10 eV/A
relaxation energy lam = 1.000 eV
full C = 3.00 eV, V = 1.20 eV, Gamma = 1.80 eV
critical Gamma = 1.600 eV
strength 0.00: Gamma 0.00 eV, n1 SCF 0.9899, formula 0.9899, E -1.0200 eV, q1 0.1980 A, q2 0.0020 A
strength 0.25: Gamma 0.45 eV, n1 SCF 0.9831, formula 0.9831, E -1.0258 eV, q1 0.1966 A, q2 0.0034 A
strength 0.50: Gamma 0.90 eV, n1 SCF 0.9658, formula 0.9658, E -1.0364 eV, q1 0.1932 A, q2 0.0068 A
strength 0.75: Gamma 1.35 eV, n1 SCF 0.8941, formula 0.8941, E -1.0615 eV, q1 0.1788 A, q2 0.0212 A
strength 1.00: Gamma 1.80 eV, n1 SCF 0.5000, formula 0.5000, E -1.1500 eV, q1 0.1000 A, q2 0.1000 A
n1 at Gamma_c - 0.1 eV: 0.8000; at Gamma_c + 0.1 eV: 0.5000
n1 without error but with t = 1.2 eV > lam: 0.5000
four sites, no error: E -1.0744 eV, shared by 1.101
four sites, full error: E -1.5250 eV, shared by 4.000
water pair: R = 10.0 A, e^2/(4 pi eps0 R) = 1.4400 eV
PBE: E(1)-E(0) 12.396 eV, E(1/2)-E(0) 4.661 eV, C 12.292 eV
PBE: spread minus localised, pair -2.714 eV, from curvature -2.713 eV
PBE: mean sag at 1/4 and 3/4 1.150 eV, parabola 1.152 eV
PBE: dE/dn at 1/2 12.429 eV, minus level 12.438 eV
PBE0: E(1)-E(0) 12.337 eV, E(1/2)-E(0) 5.176 eV, C 7.942 eV
HF: E(1)-E(0) 10.978 eV, E(1/2)-E(0) 6.091 eV, C -4.817 eV
HF: spread minus localised, pair 1.202 eV, from curvature 1.204 eV
Al(OH)4: Al-O 1.75 A, O-H 0.96 A, four equal oxygens
HF localised state: oxygen spin populations 1.056 0.027 0.006 0.001, shared by 1.07 oxygens
HF spread state: oxygen spin populations 0.319 0.319 0.319 0.319, shared by 4.00 oxygens
HF on these states: E(spread) - E(localised) 1.366 eV
HF field of localised state: empty lone pair minus highest filled level 11.128 eV
PBE on these states: E(spread) - E(localised) -2.123 eV
PBE field of localised state: empty lone pair minus highest filled level -5.772 eV
```
